# N fermions in N+1 orbitals: one determinant and its hole: a numerical check

```python
"""Every pure state of N fermions in N+1 orbitals is one Slater determinant.

State: Psi = sum_k C_k D_k, D_k = determinant of all basis orbitals except k,
in ascending order. With c_k = (-1)^(k-1) C_k (k from 1), the hole orbital is
h = conj(c). Claim: Psi is the determinant of N orthonormal orbitals
orthogonal to h, and its one-body density matrix is gamma = 1 - h h^dagger.
Wavefunctions are stored as full antisymmetric arrays Psi[x1, ..., xN].
All quantities are dimensionless.
"""
from functools import reduce
from itertools import combinations, permutations
from math import factorial, sqrt

import numpy as np
from scipy.linalg import null_space

rng = np.random.default_rng(2024)
TOL = 1e-12  # rounding errors of short sums of numbers of order one


def parity(perm):
    inversions = sum(a > b for a, b in combinations(perm, 2))
    return -1 if inversions % 2 else 1


def wavefunction(orbital_sets, coeffs, n_orb):
    """Linear combination of determinants of basis orbitals."""
    n = len(orbital_sets[0])
    psi = np.zeros((n_orb,) * n, dtype=complex)
    for occ, coeff in zip(orbital_sets, coeffs):
        for perm in permutations(range(n)):
            place = tuple(occ[i] for i in perm)
            psi[place] += parity(perm) * coeff / sqrt(factorial(n))
    return psi


def slater(orbitals):
    """Antisymmetrized product of the columns, by explicit permutation sum."""
    n = orbitals.shape[1]
    total = 0
    for perm in permutations(range(n)):
        columns = [orbitals[:, i] for i in perm]
        total = total + parity(perm) * reduce(np.multiply.outer, columns)
    return total / sqrt(factorial(n))


def density_matrix(psi):
    """gamma_pq = N * sum over the other particles of Psi(p,..) Psi*(q,..)."""
    flat = psi.reshape(psi.shape[0], -1)
    return psi.ndim * flat @ flat.conj().T


def all_but_one(n_orb):
    return [tuple(i for i in range(n_orb) if i != k) for k in range(n_orb)]


def minors(orbitals):
    return np.array([np.linalg.det(np.delete(orbitals, k, axis=0))
                     for k in range(orbitals.shape[0])])


def random_vector(size):
    v = rng.normal(size=size) + 1j * rng.normal(size=size)
    return v / np.linalg.norm(v)


def show(values):
    parts = []
    for z in np.atleast_1d(values):
        re = round(float(np.real(z)), 4) + 0.0
        im = round(float(np.imag(z)), 4) + 0.0
        parts.append(f"{re:.4f}{im:+.4f}i" if np.iscomplexobj(values)
                     else f"{re:.4f}")
    return "(" + ", ".join(parts) + ")"


# Random states: compare complete wavefunctions and density matrices
TRIALS = 20
print(f"Random complex states, {TRIALS} per N (dimensionless)")
print("N  orbitals  max|Psi-Phi|  max|gamma-(1-hh+)|  max occupation error")
for n in range(1, 6):
    signs = (-1.0) ** np.arange(n + 1)
    target = np.array([0.0] + [1.0] * n)
    err_psi = err_gamma = err_occ = 0.0
    for _ in range(TRIALS):
        C = random_vector(n + 1)
        psi = wavefunction(all_but_one(n + 1), C, n + 1)
        assert abs(np.linalg.norm(psi) - 1) < TOL
        c = signs * C
        hole = c.conj()
        U = null_space(c[None, :])
        assert U.shape == (n + 1, n)
        M = minors(U)
        assert abs(np.linalg.norm(M) - 1) < TOL
        phase = np.vdot(C, M)
        assert abs(abs(phase) - 1) < TOL
        U[:, 0] *= phase.conjugate()
        err_psi = max(err_psi, np.abs(psi - slater(U)).max())
        gamma = density_matrix(psi)
        predicted = np.eye(n + 1) - np.outer(hole, hole.conj())
        err_gamma = max(err_gamma, np.abs(gamma - predicted).max())
        occ = np.linalg.eigvalsh(gamma)
        err_occ = max(err_occ, np.abs(occ - target).max())
        # signed-minor identity and minor expansion for arbitrary columns
        A = rng.normal(size=(n + 1, n)) + 1j * rng.normal(size=(n + 1, n))
        A /= np.linalg.norm(A, axis=0)
        m = minors(A)
        assert np.abs(A.T @ (signs * m)).max() < TOL
        expanded = wavefunction(all_but_one(n + 1), m, n + 1)
        assert np.abs(expanded - slater(A)).max() < TOL
    assert max(err_psi, err_gamma, err_occ) < TOL
    print(f"{n}  {n + 1}         {err_psi:.0e}         {err_gamma:.0e}"
          f"               {err_occ:.0e}")

# Worked example: two fermions in three orbitals
C = np.array([1, 2j, 2]) / 3
c = C * np.array([1, -1, 1])
hole = c.conj()
U = np.array([[2, -2], [-2j, -1j], [1, 2]]) / 3
assert np.abs(U.conj().T @ U - np.eye(2)).max() < TOL
assert np.abs(hole.conj() @ U).max() < TOL
# without the conjugation the same pair is not orthogonal to the vector c
wrong_overlap = np.abs(c.conj() @ U).max()
assert wrong_overlap > 0.1
M = minors(U)
phase = np.vdot(C, M)
assert np.abs(M - phase * C).max() < TOL
U_fixed = U.copy()
U_fixed[:, 0] *= phase.conjugate()
psi = wavefunction(all_but_one(3), C, 3)
difference = np.abs(psi - slater(U_fixed)).max()
assert difference < TOL
gamma = density_matrix(psi)
assert np.abs(gamma - np.eye(3) + np.outer(hole, hole.conj())).max() < TOL
print("Worked example: N = 2, three orbitals (dimensionless)")
print("coefficients C        =", show(C))
print("signed c              =", show(c))
print("hole orbital h        =", show(hole))
print("orbital u1            =", show(U[:, 0]))
print("orbital u2            =", show(U[:, 1]))
print("minors M              =", show(M))
print("phase M_k / C_k       =", show(phase))
print("u1 with phase removed =", show(U_fixed[:, 0]))
print("largest overlap of u1,u2 with unconjugated c =",
      f"{wrong_overlap:.4f}")
for p in range(3):
    print(f"gamma row {p + 1}           =", show(gamma[p]))
print("occupations           =", show(np.linalg.eigvalsh(gamma)))
print(f"max|Psi-Phi|          = {difference:.0e}")

# Equal mixture versus equal-weight pure state, N = 2 in three orbitals
mixture = sum(density_matrix(wavefunction([s], [1.0], 3))
              for s in all_but_one(3)) / 3
occ_mix = np.linalg.eigvalsh(mixture)
assert np.abs(occ_mix - 2 / 3).max() < TOL
pure = wavefunction(all_but_one(3), np.ones(3) / sqrt(3), 3)
occ_pure = np.linalg.eigvalsh(density_matrix(pure))
assert np.abs(occ_pure - np.array([0, 1, 1])).max() < TOL
print("Equal weights, N = 2, three orbitals (dimensionless)")
print("occupations, mixture    =", show(occ_mix))
print("occupations, pure state =", show(occ_pure))

# Control: with two extra orbitals the theorem must fail
pair = wavefunction([(0, 1), (2, 3)], np.ones(2) / sqrt(2), 4)
occ_pair = np.linalg.eigvalsh(density_matrix(pair))
assert np.abs(occ_pair - 0.5).max() < TOL
defects = []
for _ in range(TRIALS):
    sets = list(combinations(range(4), 2))
    g = density_matrix(wavefunction(sets, random_vector(len(sets)), 4))
    defects.append(np.trace(g - g @ g).real)
assert min(defects) > 1e-6
print("Control: N = 2, four orbitals (dimensionless)")
print("occupations of (|12>+|34>)/sqrt2 =", show(occ_pair))
print(f"tr(gamma-gamma^2), {TRIALS} random states: "
      f"min {min(defects):.4f}, max {max(defects):.4f}")

print("all good")
```

Running it gives:

```
Random complex states, 20 per N (dimensionless)
N  orbitals  max|Psi-Phi|  max|gamma-(1-hh+)|  max occupation error
1  2         3e-16         4e-16               6e-16
2  3         3e-16         4e-16               1e-15
3  4         2e-16         7e-16               1e-15
4  5         1e-16         8e-16               2e-15
5  6         8e-17         4e-16               2e-15
Worked example: N = 2, three orbitals (dimensionless)
coefficients C        = (0.3333+0.0000i, 0.0000+0.6667i, 0.6667+0.0000i)
signed c              = (0.3333+0.0000i, 0.0000-0.6667i, 0.6667+0.0000i)
hole orbital h        = (0.3333+0.0000i, 0.0000+0.6667i, 0.6667+0.0000i)
orbital u1            = (0.6667+0.0000i, 0.0000-0.6667i, 0.3333+0.0000i)
orbital u2            = (-0.6667+0.0000i, 0.0000-0.3333i, 0.6667+0.0000i)
minors M              = (0.0000-0.3333i, 0.6667+0.0000i, 0.0000-0.6667i)
phase M_k / C_k       = (0.0000-1.0000i)
u1 with phase removed = (0.0000+0.6667i, 0.6667+0.0000i, 0.0000+0.3333i)
largest overlap of u1,u2 with unconjugated c = 0.8889
gamma row 1           = (0.8889+0.0000i, 0.0000+0.2222i, -0.2222+0.0000i)
gamma row 2           = (0.0000-0.2222i, 0.5556+0.0000i, 0.0000-0.4444i)
gamma row 3           = (-0.2222+0.0000i, 0.0000+0.4444i, 0.5556+0.0000i)
occupations           = (0.0000, 1.0000, 1.0000)
max|Psi-Phi|          = 1e-16
Equal weights, N = 2, three orbitals (dimensionless)
occupations, mixture    = (0.6667, 0.6667, 0.6667)
occupations, pure state = (0.0000, 1.0000, 1.0000)
Control: N = 2, four orbitals (dimensionless)
occupations of (|12>+|34>)/sqrt2 = (0.5000, 0.5000, 0.5000, 0.5000)
tr(gamma-gamma^2), 20 random states: min 0.0511, max 0.6449
all good
```
